\section*{Why an AC Probe Reads Self-Heating Three Times or Once}

\section{Two readings of one warm resistor}

A suspended thin-film microheater has a resistance of 2000 ohm at its surroundings' temperature of 300 K. A direct current of 25 µA warms it by 5.05 K and raises its resistance by 20.2 ohm. Now a sinusoidal probe current of amplitude 1 µA is added, and a lock-in amplifier divides the voltage at the probe frequency by the probe current. At 500 Hz the model below gives a reading 20.2 ohm above the cold resistance. At 0.2 Hz the reading is 61.0 ohm above the cold resistance. Converted to temperature with the known coefficient of resistance, the slow reading would suggest a rise of 15.2 K, in a heater that is only 5.05 K warmer than its surroundings.

The probe voltage has two sources. One is the probe current flowing through the warmed resistance. The other is the direct current flowing through a resistance that the probe has made oscillate. In this weakly heated example, the second contributes about twice the self-heating change when the temperature can follow the probe, and almost nothing when it cannot.

\section{The steady state}

Let $\theta$ be the temperature rise above the surroundings. The model has one temperature, a resistance linear in $\theta$, and a linear heat loss:
\begin{equation}
R(\theta)=R_0(1+\alpha\theta),\qquad
C\frac{d\theta}{dt}=I^2R(\theta)-G\theta .
\label{eq:balance}
\end{equation}
Here $C$ is the heat capacity and $G$ the heat loss per kelvin. With a direct current $I_0$ alone, the heating equals the loss:
\begin{equation}
G\theta_0=I_0^2R_0+I_0^2\alpha R_0\theta_0 .
\end{equation}
The last term is feedback: the warmer resistor dissipates a different power at the same current. Its strength relative to the heat loss is
\begin{equation}
b=\frac{\alpha R_0I_0^2}{G}.
\end{equation}
Collecting the terms in $\theta_0$ gives $G(1-b)\theta_0=I_0^2R_0$, so
\begin{equation}
\theta_0=\frac{I_0^2R_0}{G(1-b)},\qquad
\delta R=\alpha R_0\theta_0=\frac{b}{1-b}R_0 .
\label{eq:dc}
\end{equation}
The hot resistance is $R_h=R_0+\delta R=R_0/(1-b)$, and therefore $\delta R=bR_h$. At fixed current, a small departure from $\theta_0$ decays at the rate $G(1-b)/C$, so the steady state is stable for $b<1$.

The example has $\alpha=0.002$ K$^{-1}$ and $G=0.25$ µW/K. Then
\begin{equation}
b=\frac{0.002\times2000\times(25\times10^{-6})^2}{0.25\times10^{-6}}=0.010,
\end{equation}
and (\ref{eq:dc}) gives $\theta_0=5.05$ K and $\delta R=20.2$ ohm. The ordinary dc ratio $V_0/I_0$ equals $R_h$, so it too lies one $\delta R$ above $R_0$. This is the self-heating change against which the probe is to be judged.

\section{The two contributions}

\subsection{Probe current in the warmed resistance}

Write the current as $I_0+\delta I$, with $\delta I$ varying as $e^{+\mathrm i\omega t}$; real parts are understood. To first order in the probe, the voltage $V=IR$ changes by
\begin{equation}
\delta V=R_h\,\delta I+I_0\alpha R_0\,\delta\theta .
\label{eq:dV}
\end{equation}
The first term would be there even if the temperature were frozen. Divided by $\delta I$ it gives $R_h$, which is $R_0$ plus one $\delta R$. It does not depend on frequency.

\subsection{Direct current in the oscillating resistance}

The second term needs the temperature oscillation $\delta\theta$. The power $I^2R$ changes by
\begin{equation}
\delta P=2I_0R_h\,\delta I+I_0^2\alpha R_0\,\delta\theta .
\end{equation}
The factor 2 comes from the square of the current: a one per cent change of current changes the power by two per cent. The heat balance for the oscillating part is $\mathrm i\omega C\,\delta\theta=\delta P-G\,\delta\theta$. Since $I_0^2\alpha R_0=bG$, moving the terms in $\delta\theta$ to one side gives
\begin{equation}
\left[G(1-b)+\mathrm i\omega C\right]\delta\theta=2I_0R_h\,\delta I .
\end{equation}
With $\tau=C/G$,
\begin{equation}
\delta\theta=\frac{2I_0R_h}{G(1-b+\mathrm i\omega\tau)}\,\delta I .
\label{eq:swing}
\end{equation}
Inserting this in the second term of (\ref{eq:dV}), and using $\alpha R_0I_0^2/G=b$ and then $bR_h=\delta R$, yields
\begin{equation}
\frac{I_0\alpha R_0\,\delta\theta}{\delta I}
=\frac{2bR_h}{1-b+\mathrm i\omega\tau}
=\frac{2\,\delta R}{1-b+\mathrm i\omega\tau}.
\end{equation}

\subsection{Their sum}

The measured ratio $Z=\delta V/\delta I$ obeys
\begin{equation}
\frac{Z-R_0}{\delta R}=1+\frac{2}{1-b+\mathrm i\omega\tau}.
\label{eq:main}
\end{equation}
For $\omega\tau\ll1-b$ the right side becomes $(3-b)/(1-b)$, which is close to three when $|b|\ll1$. For $\omega\tau\gg1$ it tends to one, whatever the feedback. Thus the three belongs to weak self-heating. With $b=0.3$ the slow value is $2.7/0.7=3.86$; with $b=-0.3$, which requires a resistance that falls on warming, it is $3.3/1.3=2.54$.

The two contributions can be weighed as voltages. At 0.2 Hz the probe makes the temperature swing with an amplitude of 0.408 K. The probe current times $\delta R$ is 1 µA $\times$ 20.2 ohm $=$ 20.2 µV. The direct current times the in-phase swing of resistance is 40.8 µV. Together they make 61.0 µV. Divided by the probe current of 1 µA, this is 61.0 ohm. At 500 Hz the swing has shrunk to 0.0064 K. The first contribution is still 20.2 µV, while the in-phase part of the second is 0.01 µV.

\section{Between the limits}

Separating (\ref{eq:main}) into real and imaginary parts gives
\begin{align}
\mathrm{Re}\,\frac{Z-R_0}{\delta R}&=1+\frac{2(1-b)}{(1-b)^2+(\omega\tau)^2},\label{eq:re}\\
\mathrm{Im}\,\frac{Z-R_0}{\delta R}&=-\frac{2\omega\tau}{(1-b)^2+(\omega\tau)^2}.
\end{align}
The example has $C=5$ nJ/K, so $\tau=20$ ms and the corner frequency $1/(2\pi\tau)$ is 7.96 Hz. The formulas then give:
\begin{center}
\begin{tabular}{rrr}
Frequency (Hz) & In phase & Quadrature\\
0.20 & 3.02 & $-0.05$\\
1.00 & 2.99 & $-0.25$\\
7.96 & 2.00 & $-1.01$\\
50.0 & 1.05 & $-0.31$\\
500 & 1.00 & $-0.03$
\end{tabular}
\end{center}
At the corner the in-phase reading is almost halfway between its limits; it is exactly halfway at $\omega\tau=1-b$. The quadrature part is largest near there, because the temperature still moves appreciably but lags the heating. Its negative sign expresses that lag in the convention $e^{+\mathrm i\omega t}$. The table is in units of $\delta R$, so the quadrature part of $Z$ itself is negative when $\delta R$ is positive. Well above the corner, in this one-temperature model, the in-phase remainder falls as $1/\omega^2$ and the quadrature part as $1/\omega$. The in-phase reading therefore settles to its fast limit sooner than the quadrature part dies away.

\section{Slope, chord and the origin of the three}

The slow limit can be found without any dynamics. If the temperature always keeps up, the voltage is a function of the instantaneous current, $V=I[R_0+\delta R(I)]$. The probe measures its slope:
\begin{equation}
\frac{dV}{dI}=R_0+\delta R+I\frac{d\,\delta R}{dI},
\qquad
\frac{Z-R_0}{\delta R}=1+\frac{d\ln|\delta R|}{d\ln|I|}.
\label{eq:slope}
\end{equation}
The dc ratio $V/I$ is instead the chord from the origin. For weak self-heating with linear loss, $\delta R\propto I^2$, the logarithmic slope is two, and the reading is three. The relation (\ref{eq:slope}) holds for any smooth static $\delta R(I)$, so it also shows when the three must fail.

Take a heater that loses heat as $K\theta^4$, with $K$ a constant, and whose resistance changes little. Then $K\theta^4\simeq I^2R_0$, so $\theta\propto|I|^{1/2}$. With $\delta R\propto\theta$, the slow reading is $1+\tfrac12=1.5$. This loss law is an idealization. Real radiation goes as $T^4-T_0^4$ in the absolute temperatures of heater and surroundings, and approaches it only for $\theta\gg T_0$. With $T_0=300$ K and a nearly constant resistance, a purely radiating heater reads 1.94 at a rise of 300 K and 1.65 at 1000 K.

The fast limit is less particular. For a general loss $L(\theta)$ and resistance $R(\theta)$, the same linearization gives
\begin{equation}
\delta\theta=\frac{2I_0R_h}{L'(\theta_0)-I_0^2R'(\theta_0)+\mathrm i\omega C}\,\delta I .
\end{equation}
This vanishes as $\omega$ grows, leaving $Z=R_h$ and a reading of one. Within the one-temperature model, the fast probe measures the actual hot resistance even where the heat loss is nonlinear.

\section{Removing one ingredient at a time}

\subsection{No direct current in the probed resistor}

Suppose the resistor is warmed by a neighbouring heater and carries only the probe. Then $I_0=0$, and $\delta R$ now means the resistance change caused by the neighbour. Both the first-order heating $2I_0R_h\delta I$ and the voltage $I_0\alpha R_0\delta\theta$ vanish. The reading is one at every frequency, to first order in the probe. This matters when a heater and a separate thermometer are compared: read slowly with equal probes, the heater shows nearly three times its resistance change and the thermometer only one.

\subsection{Voltage drive instead of current drive}

Equations (\ref{eq:dV}) and (\ref{eq:swing}) relate $\delta V$, $\delta I$ and $\delta\theta$ whatever source supplies them. Their ratio $Z$ is therefore the same under voltage drive. With $R_0=(1-b)R_h$ and $\delta R=bR_h$, (\ref{eq:main}) can be written
\begin{equation}
Z=R_h\,\frac{1+b+\mathrm i\omega\tau}{1-b+\mathrm i\omega\tau}.
\end{equation}
What does change is the thermal response to the source. Dividing (\ref{eq:swing}) by $Z\,\delta I=\delta V$ gives
\begin{equation}
\frac{\delta\theta}{\delta V}=\frac{2I_0}{G(1+b+\mathrm i\omega\tau)} .
\end{equation}
The sign of the feedback has reversed, since at fixed voltage a larger resistance lowers the power. A small departure now decays at the rate $G(1+b)/C$, so under voltage drive the steady state is stable, and $Z$ can be measured, only for $b>-1$.

\subsection{A probe that is not small}

Let the probe be $I_1\cos\omega t$, with $a=I_1/I_0$, and take $|b|\ll1$ so that the heating may be evaluated with $R_0$. The square of the total current is
\begin{equation}
I^2=I_0^2+\tfrac12I_1^2+2I_0I_1\cos\omega t+\tfrac12I_1^2\cos2\omega t .
\end{equation}
Let $\chi(\omega)=1/(1+\mathrm i\omega\tau)$ be the thermal response relative to its static value. Three products return a voltage at $\omega$: the probe times the steady warming, the direct current times the swing at $\omega$, and the probe times the swing at $2\omega$. The last carries an extra factor $\tfrac12$, because a product of oscillations at $\omega$ and $2\omega$ divides equally between $\omega$ and $3\omega$. In units of $\alpha R_0^2I_0^2I_1/G$ the three are $1+a^2/2$, $2\chi(\omega)$ and $a^2\chi(2\omega)/4$. Hence
\begin{equation}
\frac{Z-R_0}{\delta R}\simeq1+2\chi(\omega)+\frac{a^2}{2}+\frac{a^2}{4}\chi(2\omega).
\end{equation}
The slow limit is $3+3a^2/4$ and the fast limit $1+a^2/2$. Here $a=1/25=0.04$, so the additions are 0.0012 and 0.0008. A direct numerical integration of (\ref{eq:balance}) to its periodic state, with the full 1 µA probe, gives in-phase readings of 3.020 at 0.2 Hz and 1.001 at 500 Hz.

\section{Weighing what the model leaves out}

\subsection{Departures from the square law}

To size a weak nonlinearity of the heat loss, write $L=G\theta(1+g\theta)$ with $|g\theta|\ll1$. At power $P$, solving to first order in $g$ gives $\theta\simeq(P/G)(1-gP/G)$, so $d\ln\theta/d\ln P\simeq1-g\theta$. Since $P\propto I^2$ to leading order, (\ref{eq:slope}) says that the slow reading shifts by $-2g\theta$.

Three departures are sized for the example by differentiating the static solution numerically:
\begin{itemize}
\item If the supports carry all of $G$ and their conductivity is proportional to absolute temperature $T$, then $g=1/(2T)$ with $T=300$ K. The shift is $-0.017$.
\item If both faces of the island, each 50 µm square, radiate as black surfaces, radiation supplies 12 per cent of $G$. That linear share does not alter the three; the curvature of the fourth-power law shifts the reading by $-0.006$.
\item A quadratic term $-0.6\times10^{-6}\,\theta^2$ in $R/R_0$, with $\theta$ in kelvin, shifts it by $-0.003$.
\end{itemize}
Feedback acts the other way, by $+0.020$. At this current the four add up to about $-0.006$; that they cancel so far is an accident of the chosen values. At 75 µA, with all of them present and the support term still sized with all of $G$, the rise is 44.3 K and numerical integration at $\omega\tau=0.02$ gives 2.94. Giving the supports only the 88 per cent of $G$ that radiation leaves changes this reading to 2.95. Feedback with linear loss would have given $(3-0.09)/(1-0.09)=3.20$. The nonlinear terms outweigh feedback at both currents.

\subsection{Heat stored in the supports}

The supports have their own heat capacity $C_s$. Let $s$ run from 0 at the island to 1 at the surroundings, and let $u(s)$ be the oscillating temperature along the supports. Assigning all of $G$ to them, heat conduction reads
\begin{equation}
\mathrm i\omega C_su=G\frac{d^2u}{ds^2},\qquad u(0)=\delta\theta,\quad u(1)=0 .
\end{equation}
With $q^2=\mathrm i\omega C_s/G$ the solution is $u=\delta\theta\,\sinh[q(1-s)]/\sinh q$. The heat leaving the island is $-Gu'(0)=Gq\coth q\;\delta\theta$. For weak feedback the response in the reading $1+2\chi$ becomes
\begin{equation}
\chi(\omega)=\frac{G}{Gq\coth q+\mathrm i\omega C}.
\end{equation}
It still tends to one at low frequency and to zero at high frequency, so neither limit moves. For small $q$, $q\coth q\simeq1+q^2/3$, which adds $C_s/3$ to the island's heat capacity. In the example $C_s=1.6$ nJ/K, an addition of about 11 per cent. The largest change of the in-phase reading over frequency is $-0.10$, at 7.5 Hz. At 500 Hz the reading is 1.0015.

\subsection{Comparison with a real device}

The values are rough ones for a small suspended microheater in vacuum: an island 50 µm square and 1 µm thick, on four supports 100 µm long, 2 µm wide and 1 µm thick. A rough conductivity of 3 W/(m K) gives a support conductance of 0.24 µW/K, and a rough heat capacity of 2 J/(cm$^3$ K) gives 5 nJ/K for the island. These agree with the rounded $G$ and $C$ used above, but the conductance counts only the insulating material of the supports. The metal leads running along them conduct heat too: by the Wiedemann--Franz law a lead of 200 ohm adds about 0.037 µW/K at 300 K, so a real device of this shape can have a noticeably larger $G$. Of the departures sized here for the 25 µA example, the largest is heat storage in the supports. With these dimensions, that moves the reading by up to 0.10 near the corner, but leaves the slow and fast limits in place. Longer supports or a smaller island would make the crossover depart further from (\ref{eq:main}).

\section{Choosing the fast frequency}

The fast limit requires a frequency that is thermally high and electrically low. In the lumped model, the second term of (\ref{eq:re}) falls to 0.01 at
\begin{equation}
\omega\tau=\sqrt{200(1-b)-(1-b)^2}\simeq14,
\end{equation}
which is 112 Hz. Heat storage in the supports lowers the remainder near the corner and still does so at 50 Hz, but raises it at higher frequency: it is 0.0115 at 112 Hz and falls to 0.01 only at about 123 Hz, so some margin above the lumped value is needed.

At the other end, a cable capacitance $C_p$ across the resistor changes the measured ratio to $R_h/(1+\mathrm i\omega R_hC_p)$. For $\omega R_hC_p\ll1$ its real part is lower than $R_h$ by about $R_h(\omega R_hC_p)^2$. For 100 pF this reaches one per cent of $\delta R$ at 7.9 kHz. At 500 Hz this loss is only 0.0008 ohm, and the cable's action on the thermal quadrature part adds about as much again. The cable's own quadrature part, however, is $-1.28$ ohm, twice the thermal one of $-0.64$ ohm. Quadrature at this frequency is thus a poor measure of the thermal lag unless the cable is accounted for.

The upper figure is an electrical limit alone. Temperature differences across the island even out in roughly $\ell^2c/(\pi^2\kappa)=0.17$ ms, where $\ell$ is its side, $c$ its heat capacity per volume and $\kappa$ its conductivity. The corresponding frequency, $1/(2\pi\times0.17\ \mathrm{ms})$, is about 0.9 kHz. Above it a single island temperature is no longer a safe description of the oscillation, though this does not by itself spoil the fast reading. For the stated device and cable, 500 Hz lies between the thermal corner and both of these upper frequencies. If the heater covers the island evenly, the in-phase rise above $R_0$ can there be converted directly into the dc temperature rise. A heater confined to a small part of the island keeps a local temperature swing at this frequency, and its reading approaches one more slowly: two-dimensional heat conduction in this island gives about 1.03 at 500 Hz for a central heater 10 µm square, against 1.001 for even coverage. A slow reading can be converted too, but it must first be divided by the slow factor, which is near three only while $\delta R$ follows the square of the current.

All numerical values are calculated from the stated model.
